# Level-shift projection embedding of a defect fragment: limit and leading error

## 1. Two orbitals

Let a system have one fragment orbital \(a\) and one host orbital \(b\), orthonormal and both doubly occupied, with no interaction between electrons. In this basis the one-electron matrix is

\[
F=\begin{pmatrix}\alpha & w\\ w&\delta\end{pmatrix},\qquad w \text{ real}.
\]

Both orbitals are full, so the total energy is twice the trace, \(E=2(\alpha+\delta)\), whatever \(w\) is.

Now freeze the host pair in \(b\) and solve for the fragment pair alone. Nothing in the matrix \(F\) says that \(b\) is taken, so the fragment pair would fall into the lowest eigenvector of \(F\), which is partly \(b\). A level shift \(\mu>0\) on \(b\) discourages this. The fragment pair then occupies the lowest eigenvector of

\[
\begin{pmatrix}\alpha & w\\ w&\delta+\mu\end{pmatrix}.
\]

With \(D=\mu+\delta-\alpha\), the lowest eigenvalue is

\[
\varepsilon=\alpha+\tfrac12\left(D-\sqrt{D^2+4w^2}\right)
=\alpha-\frac{w^2}{D}+O(D^{-3}),
\]

because \(\sqrt{D^2+4w^2}=D+2w^2/D+O(D^{-3})\) for large positive \(D\). The embedded energy is \(L=2\delta+2\varepsilon\). Inserting \(1/D=1/\mu-(\delta-\alpha)/\mu^2+O(\mu^{-3})\) gives

\[
L=E-\frac{2w^2}{\mu}+\frac{2w^2(\delta-\alpha)}{\mu^2}+O(\mu^{-3}).
\]

The energy is recovered at infinite shift and approached from below. The leading error contains the coupling between two *occupied* orbitals, and no level spacing. If \(w=0\) there is no error once \(\mu>\alpha-\delta\), so that \(a\) is the lower level. The rest of these notes shows which of these features survive for many orbitals and a self-consistent density.

## 2. The Kohn-Sham problem and its division

Take a closed-shell system in a finite orthonormal basis. Let \(\gamma\) be the density matrix of one spin, a projector on the doubly occupied orbitals. The energy \(E[\gamma]\) counts both spins, so

\[
dE=2\,\mathrm{tr}(F\,d\gamma),
\]

where \(F[\gamma]\) is the Kohn-Sham matrix. The ground state minimises \(E\) over projectors of the given rank; its energy is \(E_{\rm KS}\). Below, \(F\) without an argument is taken at the ground state.

A small rotation of occupied into virtual orbitals changes \(\gamma\) to first order in its virtual-occupied blocks alone. Since \(E\) is stationary, these blocks of \(F\) vanish.

Divide the occupied space into \(N_A\) fragment orbitals and the remaining host orbitals:

\[
\gamma=\gamma_A+\gamma_B,\qquad \gamma_A\gamma_B=0 .
\]

The letters \(A\), \(B\) and \(V\) label the fragment, host and virtual spaces. Then \(F_{VA}=0\) and \(F_{VB}=0\), but \(F_{BA}\) need not vanish: the total energy does not change when occupied orbitals are mixed among themselves, so stationarity says nothing about this block. It vanishes if \(A\) is made of eigenvectors of \(F\). Orbitals localised around a defect are in general not eigenvectors.

Write \(P=\gamma_B\), freeze \(\gamma_B\), and minimise

\[
L_\mu[g]=E[g+\gamma_B]+2\mu\,\mathrm{tr}(gP)
\]

over all projectors \(g\) of rank \(N_A\). The factor 2 counts spin. At finite shift \(g+\gamma_B\) need not be a projector; its eigenvalues lie between 0 and 2. I assume that \(E\), as an explicit functional of the matrix, is continuous on this set. Fragment and host are treated with the same functional, and the fragment may use the full basis.

## 3. Infinite shift

Suppose first that \(gP=0\) is imposed. Then \(g+\gamma_B\) is a sum of orthogonal projectors and has the rank of \(\gamma\). It is an admissible density matrix of the full problem, so

\[
E[g+\gamma_B]\ge E_{\rm KS},
\]

with equality at \(g=\gamma_A\). The constrained minimum is therefore \(E_{\rm KS}\).

It remains to show that the minimum with a finite penalty tends to the constrained one. Let \(m(\mu)\) be the minimum of \(L_\mu\), reached at \(g_\mu\). Three facts suffice.

1. The trial \(g=\gamma_A\) has no penalty, so \(m(\mu)\le E_{\rm KS}\).
2. Since \(\mathrm{tr}(gP)=\|Pg\|^2\ge0\) (sum of squared elements), raising \(\mu\) lowers \(L_\mu[g]\) for no \(g\). Hence \(m(\mu)\) does not decrease with \(\mu\).
3. The allowed \(g\) form a closed and bounded set, on which the continuous function \(E[g+\gamma_B]\) has a lowest value \(E_{\rm low}\). With fact 1, \(E_{\rm low}+2\mu\,\mathrm{tr}(g_\mu P)\le E_{\rm KS}\), or

\[
\mathrm{tr}(g_\mu P)\le\frac{E_{\rm KS}-E_{\rm low}}{2\mu}.
\]

The host weight of the fragment orbitals thus goes to zero. Choose a sequence of growing shifts along which \(g_\mu\) converges to some \(g_\infty\). Then \(g_\infty P=0\), and the constrained result gives \(E[g_\infty+\gamma_B]\ge E_{\rm KS}\). Because the penalty is not negative, \(m(\mu)\ge E[g_\mu+\gamma_B]\), whose limit along the sequence is \(E[g_\infty+\gamma_B]\). Together with fact 1,

\[
\lim_{\mu\to\infty}m(\mu)=E_{\rm KS}.
\]

No perturbation theory was used. If the ground state is unique, then \(g_\infty=\gamma-\gamma_B=\gamma_A\), so the fragment orbitals converge as well. What is recovered is the energy of the chosen functional in the chosen basis, with whatever faults these have.

## 4. The orbital equation and its filling

The derivative of \(L_\mu\) is \(2\,\mathrm{tr}[(F[g+\gamma_B]+\mu P)\,dg]\). The fragment orbitals therefore follow from

\[
\left(F[g+\gamma_B]+\mu P\right)c=\varepsilon c,
\]

solved self-consistently with the lowest \(N_A\) levels filled. Does this filling select the right orbitals? At infinite shift the host is removed, and the remaining matrix at \(g=\gamma_A\) has the blocks \(F_{AA}\) and \(F_{VV}\), uncoupled because \(F_{VA}=0\). For any normalised \(u\) in \(A\), \(u^\dagger Fu\) is an average of occupied levels and cannot exceed the highest occupied level. No eigenvalue of \(F_{AA}\) can exceed it either. A gap in the full system thus guarantees that the fragment levels lie below the virtual ones.

In a non-orthogonal basis with overlap matrix \(S\), let the columns of \(C_B\) hold the host orbitals and let \(\gamma_B=C_BC_B^\dagger\). The host weight of an orbital \(c\) is the sum of its squared overlaps with the host orbitals,

\[
\|C_B^\dagger Sc\|^2=c^\dagger S\gamma_BS\,c .
\]

So \(P=S\gamma_BS\), and the equation becomes \((F+\mu S\gamma_BS)c=\varepsilon Sc\). If the host matrix is summed over spin, it must first be halved.

## 5. The leading error

Assume now that the ground state is unique, that the minimum is non-degenerate (positive curvature against fragment-virtual rotations), and that \(E\) is smooth near it. For large \(\mu\) the minimiser is close to \(\gamma_A\), and its orbitals can be written, before normalisation, as the columns of

\[
C=A+Bx+Vy .
\]

Here \(A,B,V\) hold orthonormal orbitals of the three spaces; the small matrices \(x\) and \(y\) are the admixtures of host and virtual orbitals. Since \(C^\dagger C=1+x^\dagger x+y^\dagger y\), the projector is

\[
g=C\,(1+x^\dagger x+y^\dagger y)^{-1}C^\dagger .
\]

To second order its blocks are

\[
g_{AA}=1-x^\dagger x-y^\dagger y,\quad g_{BA}=x,\quad g_{VA}=y,
\]
\[
g_{BB}=xx^\dagger,\quad g_{VB}=yx^\dagger,\quad g_{VV}=yy^\dagger .
\]

**Energy.** To first order, \(g-\gamma_A\) consists of \(x\), \(y\) and their adjoints. The \(y\) terms meet \(F_{AV}=0\) and drop out. The \(x\) terms give

\[
2\left[\mathrm{tr}(F_{AB}x)+\mathrm{tr}(x^\dagger F_{BA})\right]=4\,\mathrm{Re}\,\mathrm{tr}(x^\dagger F_{BA}).
\]

**Penalty.** From \(g_{BB}\) it is \(2\mu\|x\|^2\), with corrections of order \(\mu\) times a fourth power of the admixtures.

Collect all other second-order terms, including the response of the density, in a quadratic form \(q(x,y)\). Then

\[
L_\mu=E_{\rm KS}+4\,\mathrm{Re}\,\mathrm{tr}(x^\dagger F_{BA})+2\mu\|x\|^2+q(x,y)+\dots
\]

Completing the square turns the two middle terms into

\[
2\mu\left\|x+\frac{F_{BA}}{\mu}\right\|^2-\frac{2K}{\mu},\qquad
K=\|F_{BA}\|^2=\sum_{a\in A,\;b\in B}|F_{ba}|^2 .
\]

Hence \(x=-F_{BA}/\mu+O(\mu^{-2})\). The density change caused by \(x\) alters the potential, and this drives a virtual admixture. Stationarity in \(y\) balances a term linear in \(x\) against a term linear in \(y\), neither multiplied by \(\mu\), so \(y=O(\mu^{-1})\).

Now count orders. The form \(q\) is quadratic in quantities of order \(\mu^{-1}\), so it contributes at \(\mu^{-2}\). The \(O(\mu^{-2})\) correction to \(x\) enters the square and costs \(\mu\cdot\mu^{-4}=\mu^{-3}\). Cubic terms, and \(\mu\) times quartic terms, are also of order \(\mu^{-3}\). Therefore

\[
m(\mu)=E_{\rm KS}-\frac{2K}{\mu}+\frac{c}{\mu^2}+O(\mu^{-3}),\qquad
c=\min_Y q(-F_{BA},Y).
\]

Self-consistency changes \(c\) but not the form of the leading term. Without interaction, \(q\) comes from the second-order blocks of \(g\) alone, and minimising over \(Y\) gives \(Y=0\):

\[
c=2\,\mathrm{tr}(F_{AB}F_{BB}F_{BA})-2\,\mathrm{tr}(F_{BA}F_{AA}F_{AB}).
\]

For two orbitals this is \(2w^2(\delta-\alpha)\), as in Section 1.

The second-order term is small beside the leading one when \(\mu\gg|c|/2K\), an energy that depends on the system. This alone does not make the leading term a good estimate, since higher terms must be small too: for two orbitals with \(\alpha=\delta\), \(c\) vanishes, yet \(\mu\gg|w|\) is needed. If \(F_{BA}=0\), then \(K=c=0\). If the gap or the curvature closes, \(y\) need not be of order \(\mu^{-1}\) and the expansion may fail, although the limit of Section 3 still holds.

## 6. Where the error sits, and how to remove it

Let \(\Pi=2\mu\,\mathrm{tr}(g_\mu P)\) be the penalty at the minimum. Since \(L_\mu\) is stationary in \(g\), only its explicit dependence on \(\mu\) contributes to the derivative: \(dm/d\mu=2\,\mathrm{tr}(g_\mu P)\). So

\[
\Pi=\mu\frac{dm}{d\mu}=\frac{2K}{\mu}-\frac{2c}{\mu^2}+O(\mu^{-3}).
\]

The energy reported without the penalty is

\[
m-\Pi=E_{\rm KS}-\frac{4K}{\mu}+O(\mu^{-2}),
\]

with twice the leading error of \(m\). Adding the penalty once more to \(m\) cancels the leading term:

\[
m+\Pi=E_{\rm KS}-\frac{c}{\mu^2}+O(\mu^{-3}).
\]

This correction needs no knowledge of \(K\).

For the energy difference of two defect geometries computed at the same \(\mu\), the leading error is \(-2(K_1-K_2)/\mu\). It is small if the occupied couplings are similar.

## 7. A frozen embedding potential

Another form of the method applies the functional to the fragment alone, as \(E_s[g]\), and represents the host by a fixed potential

\[
v=F[\gamma]-F_s[\gamma_A],
\]

where \(F_s\) is the Kohn-Sham matrix belonging to \(E_s\). The energy is

\[
L^{\rm lin}_\mu[g]=E_{\rm KS}+E_s[g]-E_s[\gamma_A]+2\,\mathrm{tr}[v(g-\gamma_A)]+2\mu\,\mathrm{tr}(gP).
\]

At \(\gamma_A\) the derivative without the penalty is \(2(F_s[\gamma_A]+v)=2F\), the same as before. The steps of Section 5 that fixed the leading term used this derivative alone. Hence the error is again \(-2K/\mu\) on the solution that tends to \(\gamma_A\), if that solution is a regular minimum. The second-order coefficient can differ. The argument of Section 3 does not carry over, because \(L^{\rm lin}\) is not the full energy of a trial density, and a lower solution elsewhere is not excluded.

## 8. Example: an impurity in a silicon-like crystal

**Model.** A periodic cell of 54 atoms on the diamond lattice carries four sp³ hybrids per atom, 216 in all. Two hybrids on one atom are coupled by \(V_1=-1.75\) eV, the two hybrids of a bond by \(V_2=-4\) eV. One atom is replaced by an impurity of equal valence, whose hybrids are lowered by 2 eV. With \(n_h\) electrons in hybrid \(h\) and \(N_I\) on atom \(I\), the functional is

\[
E=2\,\mathrm{tr}(h_0\gamma)+\frac U2\sum_I(N_I-4)^2-C\sum_h n_h^{4/3},
\]

where \(h_0\) holds the couplings and the impurity shift, \(U=2\) eV and \(C=1\) eV. It is solved by repeated diagonalisation with damped updating of the density. The impurity atom holds 4.49 electrons, and the gap is 0.97 eV.

**Fragment.** The fragment should describe the four impurity bonds. Collect the components of all occupied orbitals on the eight hybrids of these bonds in a matrix \(M\), and take its singular-value decomposition. The four occupied combinations with the largest singular values form \(A\); the other 104 form \(B\). The fourth and fifth squared singular values are 0.97 and 0.07, so the division is clear. The highest eigenvalue of \(F_{AA}\) is −5.24 eV, below the highest occupied level at −3.59 eV, as Section 4 requires.

**Size of K.** A rough value follows from pure bond orbitals, each an equal sum of two hybrids. Two bonds that share an atom are coupled by \(V_1/2=-0.875\) eV. Each fragment bond meets three host bonds at its outer atom, which makes 12 pairs and

\[
K\approx12\times(0.875\ \text{eV})^2\approx9.2\ \text{eV}^2 .
\]

The self-consistent orbitals give \(K=12.14\) eV². The rough value is already too low without an impurity: the same four-bond fragment in the pure 54-atom cell has \(K=13.52\) eV² (13.56 eV² in the infinite crystal). The impurity reduces this, to 10.37 eV² if \(U=0\). The Hartree term limits the charge drawn to the impurity and undoes part of the reduction.

**Energies.** With the fragment confined to the complement of the host, the energy agrees with the full one, −1208.248762 eV, to all digits shown. At finite shift:

| \(\mu\) (eV) | \(m-E_{\rm KS}\) (meV) | \(-2K/\mu\) (meV) |
|---|---|---|
| 100 | −246.76 | −242.85 |
| 1000 | −24.324 | −24.285 |
| 10000 | −2.4289 | −2.4285 |

The leading term is 1.6% too small in magnitude at 100 eV and 0.16% at 1000 eV. The difference at 1000 eV, −0.0389 meV, gives \(c\approx-39\) eV³ and \(|c|/2K\approx1.6\) eV.

At \(\mu=10^5\) eV the penalty is 0.2429 meV, and the energy without it errs by −0.4857 meV, in the predicted ratio of 1 to −2. At \(10^4\) eV, adding the penalty once more leaves 0.00039 meV. Section 6 predicts \(-c/\mu^2=39/10^8\) eV, the same value and sign. The frozen potential gives −2.4289 meV at \(10^4\) eV.

**Choice of shift.** For an error of 1 meV in \(m\),

\[
\mu=\frac{2K}{1\ \text{meV}}=\frac{24.285\ \text{eV}^2}{0.001\ \text{eV}}\approx2.4\times10^4\ \text{eV}\approx890\ \text{hartree},
\]

and a calculation at this shift gives −1.000 meV.

Shortening the impurity bonds by 10%, with \(V_2\) in them scaled as the inverse square of length, changes \(K\) to 12.21 eV². At the same shift, the embedding error in the energy difference of the two geometries is then about \(2\times0.07/24285\) eV, or 0.006 meV in magnitude.

## 9. A truncated fragment basis

Large defect cells invite a fragment basis restricted to nearby atoms. The first argument of Section 3 still applies to any host-orthogonal \(g\) in the smaller basis, so the energy at infinite shift cannot lie below \(E_{\rm KS}\). For a unique ground state, equality requires the smaller basis to contain all of \(A\). If it holds fewer than \(N_A\) independent functions orthogonal to the host, the penalty grows without bound.

In the example it does not. Let \(w_j\) and \(u_j\) be the right and left singular vectors of \(M\), with singular values \(\sigma_j\). On the eight hybrids, the occupied combination \(w_j\) has the components \(Mw_j=\sigma_ju_j\), and host combinations have \(j>4\). The vectors \(u_1,\dots,u_4\) are therefore orthogonal to every host orbital, and they lie entirely on the eight hybrids. They are not the fragment orbitals, however, which have tails outside.

The cost can be sized at fixed \(F\) by comparing twice the sum of the four lowest levels of the truncated \(F+\mu P\) with \(2\,\mathrm{tr}F_{AA}\). The last column gives the part of \(\mathrm{tr}\,\gamma_A=4\) that lies outside the basis.

| Basis | Error at \(2.4\times10^4\) eV | Error at \(10^6\) eV | \(A\) outside |
|---|---|---|---|
| 5 atoms | 1.28 eV | 1.31 eV | 0.073 |
| 17 atoms | 0.87 eV | 1.14 eV | 0.014 |

These errors are about a thousand times the 1 meV shift error, and in this range a larger shift makes them worse. Letting the density respond raises them by up to about 10% (0.935 and 1.25 eV for 17 atoms). At much smaller shifts the negative shift error can cancel the truncation error by accident: at fixed \(F\) the 17-atom value is −0.013 eV at 100 eV. Fragment orbitals with their tails cut off are no longer orthogonal to the host, and a large shift drives the solution towards host-orthogonal functions such as \(u_1,\dots,u_4\). The occupied part of \(u_j\) is \(\sigma_jw_j\), so a weight \(1-\sigma_j^2\) of it is virtual, and this raises the energy. Small missing weight is thus no guarantee of a small energy error.

## 10. The model beside silicon

The model gap of the pure crystal, 1.0 eV, is close to the roughly 1.1 eV of silicon, but it is direct, with a completely flat top valence band, whereas silicon's is indirect and its valence bands disperse. The valence band is too narrow. At the zone centre its bottom and top, bonding combinations of s and p type, lie at \(3V_1+V_2\) and \(-V_1+V_2\), which are 7 eV apart; silicon has roughly 12 eV. If \(V_1\) were raised in proportion, with \(V_2\) raised as well to keep the gap open, the bond estimate of \(K\), and with it the shift for a given error, would grow by \((12/7)^2\approx3\).

The size of the cell matters little for \(K\) in this model: a 128-atom cell gives 12.16 eV². At 300 K the factor \(\exp(-E_{\rm gap}/2kT)\) is \(7\times10^{-9}\), so thermal excitation across the gap can be ignored. Long-range Coulomb forces, couplings between more distant atoms and spin-orbit coupling are absent, and their effect on \(K\) has not been sized. Open-shell defects need separate spin densities, and charged defects need their own \(K\). The value 12 eV² should not be carried over to a particular dopant or to another basis. There \(K\) can be computed from the occupied block of \(F\), and \(\mu\ge2K/\eta\) then keeps the leading error of \(m\) within \(\eta\), provided the fragment has the full basis. For this to bound the whole error closely, \(\mu\) must also be large enough for the higher terms of Section 5 to be small, which a second calculation at a larger shift can test.
